**Shiba transformation of the Hubbard model: operator identities and a four-site star**

The program tests the unitary W that leaves c_i↑ unchanged and sends c_i↓ to ε_i c†_i↓, where ε_i = ±1 labels the sublattice. It maps H(U; μ, h) onto H(−U; h, μ), where U is the interaction, μ the chemical potential measured from half filling and h the magnetic field, and it exchanges the spin generators S with the pseudospin generators η. With explicit fermion matrices on four sites, the program asserts these relations for two sublattice patterns with random hopping, together with the commutators of both SU(2) algebras and the rule for general complex hopping. For a star with U = 4t, it asserts that the repulsive and attractive spectra agree sector by sector after N↓ is replaced by L − N↓. The output shows a ground level at −5.627 t, a spin triplet on the repulsive side and a pseudospin triplet with 2, 4 and 6 electrons on the attractive side. The same energy comes from a two-electron matrix and from a cubic equation. The program also compares double occupancies, spin and pair correlations, and magnetization with doping at finite temperature. With one added leaf–leaf bond the ground energies at U and −U differ, which shows that the mapping between the two models fails on that cluster.

## Program and output

```python
"""
Result under test: on a bipartite lattice with real hopping, the unitary W with
    W c_up(i) W^+ = c_up(i),   W c_dn(i) W^+ = sign(i) c_dn(i)^+
maps the Hubbard Hamiltonian H(U; mu, h) onto H(-U; h, mu) and exchanges
the spin generators S with the charge-pairing pseudospin generators eta.

H(U; mu, h) = - sum t_ij c_i^+ c_j (both spins)
              + U sum (n_up - 1/2)(n_dn - 1/2)
              - mu sum (n_up + n_dn - 1) - h sum (n_up - n_dn)
sign(i) = +1 or -1 on the two sublattices; L = number of sites.
S+ = sum c_up^+ c_dn;  eta+ = sum sign c_up^+ c_dn^+.
All energies are in units of the hopping t of the example.
"""
import numpy as np

L = 4
DIM = 4 ** L
ONE = np.eye(DIM)


def dag(a):
    return a.conj().T


def comm(a, b):
    return a @ b - b @ a


def close(a, b, tol=1e-10):
    return np.max(np.abs(a - b)) < tol


def annihilator(mode):
    """Jordan-Wigner matrix of one of the 2L fermion modes."""
    result = np.eye(1)
    for k in range(2 * L):
        if k < mode:
            factor = np.diag([1.0, -1.0])
        elif k == mode:
            factor = np.array([[0.0, 1.0], [0.0, 0.0]])
        else:
            factor = np.eye(2)
        result = np.kron(result, factor)
    return result


modes = [annihilator(k) for k in range(2 * L)]
up, dn = modes[:L], modes[L:]
n_up = [dag(c) @ c for c in up]
n_dn = [dag(c) @ c for c in dn]
N_up, N_dn = sum(n_up), sum(n_dn)
count_up = np.rint(np.diag(N_up)).astype(int)
count_dn = np.rint(np.diag(N_dn)).astype(int)

for a in range(2 * L):
    for b in range(2 * L):
        assert close(modes[a] @ dag(modes[b]) + dag(modes[b]) @ modes[a],
                     ONE * (a == b))
        assert close(modes[a] @ modes[b] + modes[b] @ modes[a], 0 * ONE)


def hopping(t, c):
    return -sum(t[i, j] * dag(c[i]) @ c[j]
                for i in range(L) for j in range(L) if t[i, j] != 0)


def hubbard(t, U, mu=0.0, h=0.0, t_down=None):
    t_down = t if t_down is None else t_down
    V = sum((n_up[i] - ONE / 2) @ (n_dn[i] - ONE / 2) for i in range(L))
    return (hopping(t, up) + hopping(t_down, dn) + U * V
            - mu * (N_up + N_dn - L * ONE) - h * (N_up - N_dn))


def shiba(sign):
    W = ONE.astype(complex)
    total = count_up + count_dn
    for i in range(L):
        d = dn[i]
        gamma = d + dag(d) if sign[i] > 0 else 1j * (dag(d) - d)
        assert close(gamma @ gamma, ONE)
        assert close(gamma @ d @ gamma, sign[i] * dag(d))
        others = total - np.rint(np.diag(n_dn[i])).astype(int)
        W = W @ gamma @ np.diag((-1.0) ** others)
    return W


def spin_generators():
    plus = sum(dag(up[i]) @ dn[i] for i in range(L))
    return plus, dag(plus), (N_up - N_dn) / 2


def eta_generators(sign):
    plus = sum(sign[i] * dag(up[i]) @ dag(dn[i]) for i in range(L))
    return plus, dag(plus), (N_up + N_dn - L * ONE) / 2


# ---- operator identities, for two different bipartite lattices ----
rng = np.random.default_rng(7)
spin = spin_generators()
for sign in (np.array([1, -1, -1, -1]), np.array([1, 1, -1, -1])):
    W = shiba(sign)
    eta = eta_generators(sign)
    assert close(W @ dag(W), ONE)
    for i in range(L):
        assert close(W @ up[i] @ dag(W), up[i])
        assert close(W @ dn[i] @ dag(W), sign[i] * dag(dn[i]))
        # local order parameters
        assert close(W @ (sign[i] * dag(up[i]) @ dn[i]) @ dag(W),
                     dag(up[i]) @ dag(dn[i]))
        assert close(W @ (n_up[i] - n_dn[i]) @ dag(W),
                     n_up[i] + n_dn[i] - ONE)
    r = rng.normal(size=(L, L))
    t_bip = (r + r.T) * (np.outer(sign, sign) < 0)
    U0, mu0, h0 = 2.7, 0.43, -0.81
    assert close(W @ hubbard(t_bip, U0, mu0, h0) @ dag(W),
                 hubbard(t_bip, -U0, h0, mu0))
    # general Hermitian hopping: the down-spin hopping is changed
    z = rng.normal(size=(L, L)) + 1j * rng.normal(size=(L, L))
    t_gen = z + dag(z)
    np.fill_diagonal(t_gen, 0)
    t_new = -np.outer(sign, sign) * t_gen.conj()
    assert close(W @ hubbard(t_gen, U0) @ dag(W),
                 hubbard(t_gen, -U0, t_down=t_new))
    assert not close(t_new, t_gen, 0.1)
    H_sym = hubbard(t_bip, U0)
    H_bare = (hopping(t_bip, up) + hopping(t_bip, dn)
              + U0 * sum(n_up[i] @ n_dn[i] for i in range(L)))
    for s_op, e_op in zip(spin, eta):
        assert close(W @ s_op @ dag(W), e_op)
        assert close(W @ e_op @ dag(W), s_op)
        assert close(comm(H_sym, s_op), 0 * ONE)
        assert close(comm(H_sym, e_op), 0 * ONE)
        for other in eta:
            assert close(comm(s_op, other), 0 * ONE)
    for plus, minus, zcomp in (spin, eta):
        assert close(comm(plus, minus), 2 * zcomp)
        assert close(comm(zcomp, plus), plus)
    assert close(comm(H_bare, eta[0]), U0 * eta[0])

# ---- worked example: star with centre 0 and leaves 1, 2, 3 ----
U = 4.0
sign = np.array([1, -1, -1, -1])
t_star = np.zeros((L, L))
t_star[0, 1:] = t_star[1:, 0] = 1.0
W = shiba(sign)
eta = eta_generators(sign)
H_rep, H_att = hubbard(t_star, U), hubbard(t_star, -U)


def sector(H, a, b):
    idx = np.flatnonzero((count_up == a) & (count_dn == b))
    values, vectors = np.linalg.eigh(H[np.ix_(idx, idx)])
    ground = np.zeros(DIM)
    ground[idx] = vectors[:, 0]
    return values, ground


for a in range(L + 1):
    for b in range(L + 1):
        assert close(sector(H_rep, a, b)[0], sector(H_att, a, L - b)[0])

levels_rep = np.linalg.eigvalsh(H_rep)
levels_att = np.linalg.eigvalsh(H_att)
deg_rep = int(np.sum(levels_rep < levels_rep[0] + 1e-8))
deg_att = int(np.sum(levels_att < levels_att[0] + 1e-8))
assert deg_rep == deg_att == 3


def mean(op, v):
    return float(np.real(np.vdot(v, op @ v)))


def casimir(g):
    return g[1] @ g[0] + g[2] @ g[2] + g[2]


values_r, psi_r = sector(H_rep, 2, 2)
values_a, psi_a = sector(H_att, 2, 2)
assert values_r[1] - values_r[0] > 1e-3
assert abs(abs(np.vdot(psi_a, W @ psi_r)) - 1) < 1e-9
S2_r, E2_r = mean(casimir(spin), psi_r), mean(casimir(eta), psi_r)
S2_a, E2_a = mean(casimir(spin), psi_a), mean(casimir(eta), psi_a)
assert close(np.array([S2_r, E2_r, S2_a, E2_a]), np.array([2, 0, 0, 2]), 1e-8)

# eta+ adds a pair to the two-electron ground state without energy cost
pair_state = sector(H_att, 1, 1)[1]
raised = eta[0] @ pair_state
raised_norm2 = float(raised @ raised)
assert abs(raised_norm2 - 2) < 1e-8
assert abs(abs(raised @ psi_a) / np.sqrt(raised_norm2) - 1) < 1e-8


# One attractive pair: first-quantized matrix and the cubic equation
def cubic_roots(u):
    return np.sort(np.roots([1.0, u, -12.0, -4.0 * u]).real)


I4 = np.eye(L)
pair_matrix = (-np.kron(t_star, I4) - np.kron(I4, t_star)
               - U * np.diag(I4.flatten()))
E_pair = np.linalg.eigvalsh(pair_matrix)[0]
roots = cubic_roots(U)
E_cubic = roots[0]
assert abs(E_pair - E_cubic) < 1e-9
assert abs(values_r[0] - E_cubic) < 1e-9
assert abs(levels_rep[0] - E_cubic) < 1e-9

# Double occupancy from the cubic and from the eigenvectors
slope = -(E_cubic**2 - 4) / (3 * E_cubic**2 + 2 * U * E_cubic - 12)
doubles = sum(n_up[i] @ n_dn[i] for i in range(L))
D_r, D_a = mean(doubles, psi_r), mean(doubles, psi_a)
D_pair = mean(doubles, pair_state)
assert abs(D_r - (1 + slope)) < 1e-8
assert abs(D_a - (2 - D_r)) < 1e-8
assert abs(D_pair + slope) < 1e-8

# Strong coupling: corrections to -8/U are of order 1/U^3
U_big = 40.0
bare_big = sector(hubbard(t_star, U_big), 2, 2)[0][0] + U_big
assert abs(bare_big + 8 / U_big) < 64 / U_big**3


# Transverse spin correlations against pair correlations
def spin_corr(i, j):
    return mean(dag(up[i]) @ dn[i] @ dag(dn[j]) @ up[j], psi_r)


def pair_corr(i, j):
    return mean(dag(up[i]) @ dag(dn[i]) @ dn[j] @ up[j], psi_a)


for i in range(L):
    for j in range(L):
        assert abs(spin_corr(i, j) - sign[i] * sign[j] * pair_corr(i, j)) < 1e-8
        zz_r = mean((n_up[i] - n_dn[i]) @ (n_up[j] - n_dn[j]), psi_r) / 4
        zz_a = mean((n_up[i] + n_dn[i] - ONE)
                    @ (n_up[j] + n_dn[j] - ONE), psi_a) / 4
        assert abs(zz_r - zz_a) < 1e-8


# Thermal averages: magnetization in a field against doping
def thermal(H, op, temperature):
    e, v = np.linalg.eigh(H)
    w = np.exp(-(e - e[0]) / temperature)
    return float(np.sum(w * np.einsum('ik,ik->k', v, op @ v)) / np.sum(w))


T, field = 0.5, 0.3
N_tot = N_up + N_dn
assert abs(thermal(H_rep, N_tot, T) - L) < 1e-8
assert abs(thermal(H_att, N_tot, T) - L) < 1e-8
H_field = hubbard(t_star, U, h=field)
magnet = thermal(H_field, N_up - N_dn, T) / L
density_r = thermal(H_field, N_tot, T) / L
density_a = thermal(hubbard(t_star, -U, mu=field), N_tot, T) / L
assert abs(magnet - (density_a - 1)) < 1e-9
assert abs(density_r - 1) < 1e-9 and magnet > 0.01

# Counterexample: a bond inside one sublattice
t_frus = t_star.copy()
t_frus[1, 2] = t_frus[2, 1] = 1.0
E_frus_r = np.linalg.eigvalsh(hubbard(t_frus, U))[0]
E_frus_a = np.linalg.eigvalsh(hubbard(t_frus, -U))[0]
assert abs(E_frus_r - E_frus_a) > 1e-3

print(f"Star cluster: sites L = {L}, hopping t = {t_star[0, 1]:.1f}, U = {U:.1f} t")
print("Lowest energy of symmetric H by sector (N_up,N_dn), units t:")
for a, b in ((3, 1), (2, 2), (1, 3), (2, 1)):
    er, ea = sector(H_rep, a, b)[0][0], sector(H_att, a, L - b)[0][0]
    print(f"  repulsive ({a},{b}): {er:.6f}   attractive ({a},{L-b}): {ea:.6f}")
print(f"Ground degeneracy in Fock space: repulsive {deg_rep}, attractive {deg_att}")
print(f"Repulsive (2,2) ground state: <S^2> = {S2_r:.4f}, <eta^2> = {abs(E2_r):.4f}")
print(f"Attractive (2,2) ground state: <S^2> = {abs(S2_a):.4f}, <eta^2> = {E2_a:.4f}")
print(f"Norm squared of eta+ on the two-electron ground state: {raised_norm2:.4f}")
print("Roots of the cubic, units t:", ", ".join(f"{x:.6f}" for x in roots))
print(f"Pair energy from 16x16 two-electron matrix: {E_pair:.6f} t")
print(f"Bare repulsive four-electron energy E+U: {values_r[0] + U:.6f} t")
print(f"Slope dE/dU from the cubic: {slope:.6f}")
print(f"Total double occupancy, repulsive (2,2): {D_r:.6f}")
print(f"Total double occupancy, attractive (2,2): {D_a:.6f}")
print(f"Total double occupancy, attractive (1,1): {D_pair:.6f}")
print(f"At U = {U_big:.0f} t: bare energy {bare_big:.6f} t, -8t^2/U = {-8/U_big:.6f} t")
print(f"Repulsive <S+_i S-_j>: centre-leaf {spin_corr(0, 1):.6f}, "
      f"leaf-leaf {spin_corr(1, 2):.6f}")
print(f"Attractive pair correlation: centre-leaf {pair_corr(0, 1):.6f}, "
      f"leaf-leaf {pair_corr(1, 2):.6f}")
print(f"Temperature k_B T = {T:.1f} t, field h (or mu) = {field:.1f} t")
print(f"Repulsive in field h: <n_up-n_dn> per site {magnet:.6f}, "
      f"density {density_r:.6f}")
print(f"Attractive at mu = h: density per site {density_a:.6f}")
print(f"With one leaf-leaf bond: ground energy at +U {E_frus_r:.6f} t, "
      f"at -U {E_frus_a:.6f} t")
print("no test failed")
```

Printed output:

```
Star cluster: sites L = 4, hopping t = 1.0, U = 4.0 t
Lowest energy of symmetric H by sector (N_up,N_dn), units t:
  repulsive (3,1): -5.627213   attractive (3,3): -5.627213
  repulsive (2,2): -5.627213   attractive (2,2): -5.627213
  repulsive (1,3): -5.627213   attractive (1,1): -5.627213
  repulsive (2,1): -4.377802   attractive (2,3): -4.377802
Ground degeneracy in Fock space: repulsive 3, attractive 3
Repulsive (2,2) ground state: <S^2> = 2.0000, <eta^2> = 0.0000
Attractive (2,2) ground state: <S^2> = 0.0000, <eta^2> = 2.0000
Norm squared of eta+ on the two-electron ground state: 2.0000
Roots of the cubic, units t: -5.627213, -1.058633, 2.685846
Pair energy from 16x16 two-electron matrix: -5.627213 t
Bare repulsive four-electron energy E+U: -1.627213 t
Slope dE/dU from the cubic: -0.728445
Total double occupancy, repulsive (2,2): 0.271555
Total double occupancy, attractive (2,2): 1.728445
Total double occupancy, attractive (1,1): 0.728445
At U = 40 t: bare energy -0.199501 t, -8t^2/U = -0.200000 t
Repulsive <S+_i S-_j>: centre-leaf -0.237739, leaf-leaf 0.282998
Attractive pair correlation: centre-leaf 0.237739, leaf-leaf 0.282998
Temperature k_B T = 0.5 t, field h (or mu) = 0.3 t
Repulsive in field h: <n_up-n_dn> per site 0.312147, density 1.000000
Attractive at mu = h: density per site 1.312147
With one leaf-leaf bond: ground energy at +U -6.119017 t, at -U -6.421390 t
no test failed
```
